# The Uehling Potential and Its Low-Z Shift of s Levels: test program

```python
"""
Uehling potential and its shift of low-Z s levels.

Result under test, for a fixed point nucleus of charge Z e:
  V_U(r) = -(Z alpha hbar c / r) (2 alpha / 3 pi) G(r / lambda_C)
  G(x)   = integral_1^inf exp(-2 x t) f(t) dt
  f(t)   = (1 + 1/(2 t^2)) sqrt(t^2 - 1) / t^2
  shift of ns = -4 alpha (Z alpha)^4 m c^2 / (15 pi n^3) for Z alpha << 1
Symbols: alpha fine-structure constant, m electron mass,
lambda_C = hbar/(m c) reduced Compton wavelength.
Internal units: hbar = c = m = 1 (length lambda_C, energy m c^2).
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.special import eval_genlaguerre, gamma

pi = np.pi
alpha = const.fine_structure
mc2_joule = const.m_e * const.c**2
mc2_MHz = mc2_joule / const.h / 1e6
mc2_eV = mc2_joule / const.e
compton_fm = const.hbar / (const.m_e * const.c) * 1e15

# Quadrature over t = cosh(y); the integrand is even and smooth in y.
step_y = 0.01
y = np.arange(0.0, 32.0, step_y)
t = np.cosh(y)
t_minus_1 = 2 * np.sinh(y / 2)**2
f_weight = step_y * np.tanh(y)**2 * (1 + 1 / (2 * t**2))


def G_scaled(x):
    """exp(2x) G(x), safe at large x."""
    x = np.atleast_1d(np.asarray(x, dtype=float))
    return np.exp(-2 * x[:, None] * t_minus_1) @ f_weight


def G(x):
    return np.exp(-2 * np.atleast_1d(x)) * G_scaled(x)


# Radial grid, uniform in ln r.
step_s = 0.04
r = np.exp(np.arange(-25.0, np.log(40.0), step_s))
dr = step_s * r
G_r = G(r)


def pair_term(E1, E2, difference, q):
    """Trace of the two projectors divided by the pair energy."""
    return (q**2 - difference**2) / (2 * E1 * E2 * (E1 + E2))


# --- Response of the filled Dirac sea: diagonalization of a finite chain
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
dirac_alpha = [np.kron(sigma[0], s) for s in sigma]
dirac_beta = np.kron(sigma[2], np.eye(2))
n_k, q_chain, strength = 6, 0.7, 1e-3
momenta = [np.array([0.4, -0.3, -1.5 + j * q_chain]) for j in range(n_k)]
hop = np.kron(np.eye(n_k, k=-1), np.eye(4))
H = strength * (hop + hop.T).astype(complex)
for j, k in enumerate(momenta):
    H[4*j:4*j+4, 4*j:4*j+4] += dirac_beta + sum(
        k[i] * dirac_alpha[i] for i in range(3))
energies, states = np.linalg.eigh(H)
sea = states[:, energies < 0]
assert sea.shape[1] == 2 * n_k
response_diag = np.trace(sea.conj().T @ hop.T @ sea).real / strength
E_k = [np.sqrt(1 + k @ k) for k in momenta]
response_sum = -2 * sum(pair_term(a, b, a - b, q_chain)
                        for a, b in zip(E_k[:-1], E_k[1:]))
assert abs(response_diag / response_sum - 1) < 1e-5

# --- Momentum integral of the response against the spectral form
u, wu = np.polynomial.legendre.leggauss(240)
u, wu = (u + 1) / 2, wu / 2
p = (u / (1 - u))[:, None]
wp = (wu / (1 - u)**2)[:, None]
cosine, wc = np.polynomial.legendre.leggauss(80)


def response_integrand(q):
    """Integrand of chi(q)/q^2 on the (p, cos theta) grid."""
    Ea = np.sqrt(1 + p**2 + q**2 / 4 + p * q * cosine)
    Eb = np.sqrt(1 + p**2 + q**2 / 4 - p * q * cosine)
    difference = 2 * p * q * cosine / (Ea + Eb)
    measure = 2 * pi * p**2 / (2 * pi)**3
    return -2 * measure * pair_term(Ea, Eb, difference, q) / q**2


q1, q2 = 3.0, 1.0
direct = np.sum(wp * wc * (response_integrand(q1) - response_integrand(q2)))
spectral = -np.sum(4 * t**2 * f_weight * (q2**2 - q1**2)
                   / ((4 * t**2 + q1**2) * (4 * t**2 + q2**2))) / (6 * pi**2)
assert abs(direct / spectral - 1) < 1e-7


# --- Fourier transform of the position-space potential against the response
def relative_potential(q):
    """V_U(q) / V_Coulomb(q) by radial quadrature."""
    return 2 * alpha / (3 * pi) * q * np.sum(np.sin(q * r) * G_r * dr)


from_position = relative_potential(q1) - relative_potential(q2)
from_response = 4 * pi * alpha * direct
assert abs(from_position / from_response - 1) < 1e-7


# --- Short- and long-distance limits, tested through their next terms
def G_short(x):
    return -np.log(x) - np.euler_gamma - 5 / 6


def G_long_scaled(x):
    return 3 * np.sqrt(pi) / (8 * x**1.5)


x_small, x_large = 1e-4, 2000.0
slope_short = (G(x_small)[0] - G_short(x_small)) / x_small
slope_long = x_large * (G_scaled(x_large)[0] / G_long_scaled(x_large) - 1)
assert abs(slope_short - 3 * pi / 4) < 1e-3
assert abs(slope_long + 29 / 16) < 1e-2

# --- Moments, volume integral and mean radius
moment = {k: np.sum(f_weight / t**k) for k in (2, 3, 4)}
assert abs(moment[2] - 2 / 5) < 1e-10
assert abs(moment[3] - 5 * pi / 64) < 1e-10
assert abs(moment[4] - 6 / 35) < 1e-10
volume = -4 * pi * (2 * alpha / (3 * pi)) * np.sum(r * G_r * dr)
assert abs(volume / (-4 * alpha / 15) - 1) < 1e-9
mean_radius = np.sum(r**2 * G_r * dr) / np.sum(r * G_r * dr)
assert abs(mean_radius - 25 * pi / 128) < 1e-9


# --- Level shifts in units of m c^2; coupling means Z alpha
def schrodinger_density(n, l, coupling):
    """r^2 R_nl(r)^2 on the radial grid."""
    rho = 2 * coupling * r / n
    norm = (2 * coupling / n)**3 * factorial(n - l - 1) / (
        2 * n * factorial(n + l))
    radial = np.exp(-rho / 2) * rho**l * eval_genlaguerre(
        n - l - 1, 2 * l + 1, rho)
    return norm * r**2 * radial**2


def dirac_1s_density(radius, coupling):
    """Sum of squared large and small radial functions, normalized."""
    g = np.sqrt(1 - coupling**2)
    return ((2 * coupling)**(2 * g + 1) / gamma(2 * g + 1)
            * radius**(2 * g) * np.exp(-2 * coupling * radius))


def shift(density, coupling):
    return -coupling * 2 * alpha / (3 * pi) * np.sum(density * G_r / r * dr)


def leading(n, coupling):
    return -4 * alpha * coupling**4 / (15 * pi * n**3)


weak = 1e-4
for n in (1, 2, 3):
    ratio = shift(schrodinger_density(n, 0, weak), weak) / leading(n, weak)
    assert abs(ratio - 1) < 2e-4
    assert abs((ratio - 1) / weak + 25 * pi / 64) < 2e-3
p_leading = -alpha * weak**6 / (560 * pi)
assert abs(shift(schrodinger_density(2, 1, weak), weak) / p_leading - 1) < 1e-3

# Dirac 1s functions: radial equations and normalization at Z = 82
zc = 82 * alpha
g82 = np.sqrt(1 - zc**2)


def large(x):
    return x**g82 * np.exp(-zc * x)


def small(x):
    return -(1 - g82) / zc * large(x)


for x0 in (0.3, 0.7, 2.0):
    h = 1e-5
    d_large = (large(x0 + h) - large(x0 - h)) / (2 * h)
    d_small = (small(x0 + h) - small(x0 - h)) / (2 * h)
    assert abs(d_large - large(x0) / x0
               - (g82 + 1 + zc / x0) * small(x0)) < 1e-8
    assert abs(d_small + small(x0) / x0
               + (g82 - 1 + zc / x0) * large(x0)) < 1e-8
    same_shape = (large(x0)**2 + small(x0)**2) / dirac_1s_density(x0, zc)
    reference = (large(1.0)**2 + small(1.0)**2) / dirac_1s_density(1.0, zc)
    assert abs(same_shape / reference - 1) < 1e-10
assert abs(np.sum(dirac_1s_density(r, zc) * dr) - 1) < 1e-8

# --- Worked example: hydrogen
h2s_leading = leading(2, alpha) * mc2_MHz
h2s_full = shift(schrodinger_density(2, 0, alpha), alpha) * mc2_MHz
h1s_leading = leading(1, alpha) * mc2_MHz
h2p_Hz = shift(schrodinger_density(2, 1, alpha), alpha) * mc2_MHz * 1e6
mass_factor = (1 + const.m_e / const.m_p)**-3
assert round(h2s_leading) == -27 and round(h2s_full * mass_factor) == -27

print(f"1/alpha = {1/alpha:.6f}")
print(f"m c^2 / h = {mc2_MHz:.6e} MHz")
print(f"m c^2 = {mc2_eV:.3f} eV")
print(f"reduced Compton wavelength = {compton_fm:.3f} fm")
print(f"chain response, diagonalization = {response_diag:.7f} (m=1 units)")
print(f"chain response, pair sum        = {response_sum:.7f} (m=1 units)")
print(f"chi/q^2 at q=3 minus q=1, momentum integral = {direct:.9f}")
print(f"chi/q^2 at q=3 minus q=1, spectral form     = {spectral:.9f}")
print(f"V_U/V_C at q=3 minus q=1, from V_U(r)   = {from_position:.6e}")
print(f"V_U/V_C at q=3 minus q=1, from response = {from_response:.6e}")
print("x=r/lambda_C | G | short form | long form | V_U/V_Coulomb")
for x in (0.001, 0.01, 0.1, 1.0, 3.0, 10.0):
    gx = G(x)[0]
    long_form = G_long_scaled(x) * np.exp(-2 * x)
    print(f"{x:6.3f} | {gx:.5e} | {G_short(x):.5e} | {long_form:.5e} | "
          f"{2*alpha/(3*pi)*gx:.4e}")
print(f"next short-distance coefficient = {slope_short:.5f}"
      f" (3 pi/4 = {3*pi/4:.5f})")
print(f"next long-distance coefficient = {slope_long:.4f}"
      f" (-29/16 = {-29/16:.4f})")
print(f"moments of f/t^2, f/t^3, f/t^4 = {moment[2]:.8f}, "
      f"{moment[3]:.8f}, {moment[4]:.8f}")
print(f"mean radius of V_U = {mean_radius:.5f} lambda_C"
      f" = {mean_radius*compton_fm:.1f} fm")
print(f"Bohr radius = {1/alpha:.3f} lambda_C")
print(f"H 1s leading shift = {h1s_leading:.3f} MHz")
print(f"H 2s leading shift = {h2s_leading:.4f} MHz"
      f" = {leading(2, alpha)*mc2_eV*1e6:.5f} micro-eV")
print(f"H 2s, full Schroedinger density = {h2s_full:.4f} MHz")
print(f"H 2s, ratio full/leading = {h2s_full/h2s_leading:.6f}")
print(f"1 - (25 pi/64) alpha = {1-25*pi/64*alpha:.6f}")
print(f"reduced-mass factor = {mass_factor:.6f}")
print(f"H 2s, full density times mass factor = {h2s_full*mass_factor:.4f} MHz")
print(f"H 2p, Schroedinger density = {h2p_Hz:.2f} Hz")
print("1s, one-electron ion: Z | leading eV | Schr./leading | Dirac/leading")
ratios = {}
for Z in (1, 15, 82):
    c = Z * alpha
    lead = leading(1, c)
    ratios[Z] = (shift(schrodinger_density(1, 0, c), c) / lead,
                 shift(dirac_1s_density(r, c), c) / lead)
    print(f"{Z:3d} | {lead*mc2_eV:.5e} | {ratios[Z][0]:.5f} | "
          f"{ratios[Z][1]:.5f}")
print(f"Pb 1s, Dirac density = {leading(1, zc)*mc2_eV*ratios[82][1]:.3f} eV")
assert abs(ratios[1][1] - (1 - 25 * pi / 64 * alpha)) < 1e-3
assert ratios[82][1] > ratios[82][0]
print("ALL CHECKS PASSED")
```

Output:

```
1/alpha = 137.035999
m c^2 / h = 1.235590e+14 MHz
m c^2 = 510998.951 eV
reduced Compton wavelength = 386.159 fm
chain response, diagonalization = -0.3323115 (m=1 units)
chain response, pair sum        = -0.3323114 (m=1 units)
chi/q^2 at q=3 minus q=1, momentum integral = 0.007009339
chi/q^2 at q=3 minus q=1, spectral form     = 0.007009339
V_U/V_C at q=3 minus q=1, from V_U(r)   = 6.427651e-04
V_U/V_C at q=3 minus q=1, from response = 6.427651e-04
x=r/lambda_C | G | short form | long form | V_U/V_Coulomb
 0.001 | 5.49956e+00 | 5.49721e+00 | 2.09767e+04 | 8.5163e-03
 0.010 | 3.21803e+00 | 3.19462e+00 | 6.51509e+02 | 4.9833e-03
 0.100 | 1.11360e+00 | 8.92036e-01 | 1.72087e+01 | 1.7245e-03
 1.000 | 3.59327e-02 | -1.41055e+00 | 8.99533e-02 | 5.5643e-05
 3.000 | 2.05728e-04 | -2.50916e+00 | 3.17072e-04 | 3.1858e-07
10.000 | 3.69342e-11 | -3.71313e+00 | 4.33228e-11 | 5.7194e-14
next short-distance coefficient = 2.35604 (3 pi/4 = 2.35619)
next long-distance coefficient = -1.8103 (-29/16 = -1.8125)
moments of f/t^2, f/t^3, f/t^4 = 0.40000000, 0.24543693, 0.17142857
mean radius of V_U = 0.61359 lambda_C = 236.9 fm
Bohr radius = 137.036 lambda_C
H 1s leading shift = -217.030 MHz
H 2s leading shift = -27.1288 MHz = -0.11220 micro-eV
H 2s, full Schroedinger density = -26.8874 MHz
H 2s, ratio full/leading = 0.991104
1 - (25 pi/64) alpha = 0.991045
reduced-mass factor = 0.998368
H 2s, full density times mass factor = -26.8435 MHz
H 2p, Schroedinger density = -76.55 Hz
1s, one-electron ion: Z | leading eV | Schr./leading | Dirac/leading
  1 | -8.97564e-07 | 0.99111 | 0.99143
 15 | -4.54392e-02 | 0.87955 | 0.91615
 82 | -4.05808e+01 | 0.55259 | 1.27831
Pb 1s, Dirac density = -51.875 eV
ALL CHECKS PASSED
```
